\section*{Two linewidths from one intensity ratio of a thin binary grating}

\section*{Question}

I am stuck on an exercise about measuring a line pattern by diffraction. A thin binary amplitude grating has a pitch of 40 nm. The intensity of the second diffraction order divided by that of the first is 0.01, and I have to find the linewidth.

I know that the second order vanishes when lines and spaces are equally wide, so the line should be close to half the pitch. But the exercise asks for \emph{two} admissible linewidths, and my calculator gives me one. It also does not say how dark the lines are, which I thought I would need.

Where does the second width come from? Could I measure the third order to decide between the two? And would the answer survive in a real measurement, say with X-rays on resist lines, which are nearly transparent?

\section*{Answer}

The darkness of the lines cancels from the ratio, and the second width comes from a square root with two signs. Both facts follow from the Fourier series of the grating.

\subsection*{The order amplitudes}

Let the pitch be $p$, the linewidth $w$ with $0<w<p$, and the line fraction $f=w/p$. Put $x=0$ at the centre of a line. ``Thin'' means that the grating multiplies the incident field by a transmission $t(x)$, with no spreading of the wave inside it. ``Binary'' means that $t$ has two values, $t_L$ on the lines and $t_S\neq t_L$ in the spaces. For an amplitude grating both are real, but the derivation also allows complex values.

A plane wave at normal incidence has the same phase everywhere on the grating, so the field just behind it is proportional to
\begin{equation}
t(x)=\sum_m a_m e^{iq_mx},\qquad q_m=\frac{2\pi m}{p}.
\end{equation}
Each term is a plane wave with transverse wave number $q_m$, that is, one diffraction order. In atomic units ($\hbar=1$) a photon of energy $E$ has wave number $k=E/c$ and wavelength $\lambda=2\pi c/E$. Setting $q_m=k\sin\theta_m$ gives the direction of the order, $p\sin\theta_m=m\lambda$. I take its intensity as $I_m=|a_m|^2$ relative to the incident one, which assumes small angles and equal detection efficiency for the orders.

Write $t(x)=t_S+(t_L-t_S)s(x)$, where $s=1$ on a line and $s=0$ in a space. Then
\begin{equation}
a_m=\frac1p\int_{-p/2}^{p/2}t(x)e^{-iq_mx}\,dx .
\end{equation}
For $m\neq0$ the constant $t_S$ contributes nothing, because $e^{-iq_mx}$ completes $m$ full cycles over the period. What remains is the integral over the line:
\begin{align}
a_m&=\frac{t_L-t_S}{p}\int_{-w/2}^{w/2}e^{-iq_mx}\,dx
=\frac{t_L-t_S}{p}\,\frac{2\sin(q_mw/2)}{q_m}\nonumber\\
&=(t_L-t_S)\frac{\sin(\pi mf)}{\pi m}.
\label{am}
\end{align}
The last step uses $q_mw/2=\pi mf$ and $2/(pq_m)=1/(\pi m)$.

\subsection*{The ratio and its two solutions}

The contrast $|t_L-t_S|^2$ appears in both intensities and cancels:
\begin{equation}
R=\frac{I_2}{I_1}
=\left[\frac{\sin(2\pi f)/(2\pi)}{\sin(\pi f)/\pi}\right]^2
=\left[\frac{2\sin(\pi f)\cos(\pi f)}{2\sin(\pi f)}\right]^2
=\cos^2(\pi f).
\label{ratio}
\end{equation}
Dividing by $\sin(\pi f)$ is allowed because it is positive for $0<f<1$.

Taking the square root gives $\cos(\pi f)=+\sqrt R$ or $\cos(\pi f)=-\sqrt R$. As $f$ runs from 0 to 1, the cosine falls steadily from $1$ to $-1$. For $0<R<1$ each sign is therefore met once, and there are two widths. Your calculator gave the one with the positive root.

Here $\sqrt{0.01}=0.1$, so
\begin{align}
w_1&=\frac p\pi\arccos(0.1)=40\ \text{nm}\times0.46812=18.7\ \text{nm},\\
w_2&=\frac p\pi\arccos(-0.1)=40\ \text{nm}\times0.53188=21.3\ \text{nm}.
\end{align}
In angstrom these are 187 and 213. Since $\arccos(-u)=\pi-\arccos u$, the widths add up to the pitch: the line of one solution is as wide as the space of the other.

The limits make the result plausible. For a very narrow line, $R\to1$, because a narrow source feeds both low orders equally. At half filling, $R=0$: the second-order contributions from across the line then cancel. Near that point let $\Delta=w-p/2$. Then $\cos(\pi f)=\cos(\pi/2+\pi\Delta/p)=-\sin(\pi\Delta/p)$, and for small $\Delta$
\begin{equation}
R\simeq\left(\frac{\pi\Delta}{p}\right)^2 .
\end{equation}
With $R=0.01$ this gives $|\Delta|\simeq0.1\times40/\pi=1.27$ nm, on either side of 20 nm. The ratio measures the distance from half filling but not its direction.

\subsection*{Can another order decide?}

The third order cannot, and neither can any other nonzero order. Replace $f$ by $1-f$ in Eq.~\eqref{am}:
\begin{align}
\sin[\pi m(1-f)]&=\sin(\pi m)\cos(\pi mf)-\cos(\pi m)\sin(\pi mf)\nonumber\\
&=(-1)^{m+1}\sin(\pi mf),
\end{align}
because $\sin(\pi m)=0$ and $\cos(\pi m)=(-1)^m$. At most the sign of $a_m$ changes, and an intensity does not record that sign.

The zero order is different because the constant $t_S$ survives in it: $a_0=(1-f)t_S+ft_L$. Exchanging $f$ and $1-f$ leaves the cross term of $|a_0|^2$ unchanged, since it contains the product $f(1-f)$. The difference between the two candidates is therefore
\begin{align}
I_0(f)-I_0(1-f)
&=\left[(1-f)^2-f^2\right]\left(|t_S|^2-|t_L|^2\right)\nonumber\\
&=(1-2f)\left(|t_S|^2-|t_L|^2\right).
\label{zero}
\end{align}
The zero order separates the widths if lines and spaces transmit different intensities, and if those transmissions are known. For opaque lines and fully open spaces, $I_0=(1-f)^2$. That is 0.283 of the incident intensity for the narrow line and 0.219 for the wide one, a difference that is easy to resolve.

For lossless lines that only shift the phase, $t_S=1$ and $t_L=e^{-i\phi}$. The right side of Eq.~\eqref{zero} is then zero. Written out,
\begin{align}
I_0&=\left|(1-f)+fe^{-i\phi}\right|^2
=(1-f)^2+f^2+2f(1-f)\cos\phi\nonumber\\
&=1-2f(1-f)(1-\cos\phi)
=1-4f(1-f)\sin^2(\phi/2),
\end{align}
which is the same for both widths. In that case no order intensity can decide, and you need other information, such as a microscope image good enough to tell a line from a space and see which is wider.

\subsection*{How precisely does the ratio fix the width?}

Differentiating Eq.~\eqref{ratio} with $df/dw=1/p$ gives
\begin{equation}
\frac{dR}{dw}=-\frac{2\pi}{p}\cos(\pi f)\sin(\pi f)
=-\frac\pi p\sin(2\pi f).
\end{equation}
At the narrow width this is $-0.0156$ per nm. An error of 0.001 in $R$, which is 10 percent of its value, therefore moves the width by about $0.001/0.0156=0.064$ nm.

The kind of error matters. Dividing the slope by $R$ gives
\begin{equation}
\frac1R\frac{dR}{dw}=-\frac{2\pi}{p}\tan(\pi f),
\end{equation}
whose size grows without limit towards half filling. For a fixed \emph{relative} error of $R$, the width is thus determined better there. For a fixed \emph{additive} error, such as stray background, it is determined worse, because $dR/dw$ itself goes to zero.

\subsection*{X-rays on resist lines}

The second order propagates if $2\lambda<p$, which for this pitch requires photons above 62 eV. Visible light will not do. A suitable method is small-angle X-ray scattering in transmission. I take 17000 eV photons, lines 50 nm high and 400 electrons per nm$^3$ in the resist, all rough typical values. The wavelength is 0.0729 nm, and the first two orders leave at $0.10^\circ$ and $0.21^\circ$, so the small-angle assumption is good.

Such lines are far from an amplitude grating. Well above the absorption edges the electrons respond almost as free ones, and the refractive index is $1-\delta$ with $\delta=r_e\lambda^2n_e/(2\pi)$. Here $r_e$ is the classical electron radius and $n_e$ the electron density. The phase difference between line and space has the size
\begin{equation}
\phi=k\delta h=\frac{2\pi}{\lambda}\,\frac{r_e\lambda^2n_e}{2\pi}\,h
=r_e\lambda n_eh=0.0041\ \text{rad}
\end{equation}
for height $h$. Equation~\eqref{ratio} still holds, because it never required real transmissions. The price is signal: with $|t_L-t_S|\simeq\phi$, Eq.~\eqref{am} puts only about $2\times10^{-6}$ of the incident intensity into the first order, and a hundredth of that into the second. With absorption neglected, the zero order cannot choose between the widths. Absorption hardly helps: for a resist attenuation of roughly 1 per cm, $|t_S|^2-|t_L|^2\simeq5\times10^{-6}$, and Eq.~\eqref{zero} separates the two widths by only about $3\times10^{-7}$ of the incident intensity.

Real lines also break the assumption of identical, vertical, straight-edged profiles. Below I hold the observed ratio at 0.01 and add one imperfection at a time, with round illustrative sizes. Each shift is the true narrow width minus the ideal one. In all these models except the last, that of finite height, the corrected ratio is still symmetric under $f\to1-f$, so the wide solution moves by the same amount in the opposite direction.

\paragraph{Rough edges.} Let every edge be displaced independently, with a Gaussian distribution of standard deviation $\sigma$. The sharp diffraction peak contains the amplitude averaged over many lines; the fluctuations go into a diffuse background, assumed to be subtracted. In the integral over a line, each edge contributes a term $e^{-iq_mx}$ taken at its position. A displacement $u$ multiplies this term by $e^{-iq_mu}$, whose average is $e^{-q_m^2\sigma^2/2}$. The intensity acquires the square of this factor, and with $q_2=2q_1$ the ratio becomes
\begin{equation}
R=\cos^2(\pi f)\,e^{-(q_2^2-q_1^2)\sigma^2}
=\cos^2(\pi f)\,e^{-3q_1^2\sigma^2}.
\end{equation}
For $\sigma=1$ nm the factor is 0.929. The true $\cos^2(\pi f)$ must then be larger than 0.01, and the narrow width shifts by $-0.05$ nm.

\paragraph{Linewidth varying across the beam.} Suppose instead that the width drifts slowly, so that distant regions with different widths add their intensities. Let the widths be Gaussian with mean $w=pf$ and standard deviation $s$. From $\sin^2y=(1-\cos2y)/2$ and the Gaussian average of a cosine,
\begin{equation}
\left\langle\sin^2\frac{\pi mw}{p}\right\rangle
=\frac12\left[1-D^{m^2}\cos(2\pi mf)\right],\qquad
D=e^{-2\pi^2s^2/p^2}.
\end{equation}
The factors $1/m^2$ in the intensities supply a further $1/4$ in the ratio:
\begin{equation}
R=\frac{1-D^4\cos(4\pi f)}{4\left[1-D\cos(2\pi f)\right]}.
\end{equation}
At $f=1/2$ this is $(1-D^4)/[4(1+D)]$. For small $s$ we have $1-D^4\simeq8\pi^2s^2/p^2$ and $1+D\simeq2$, so $R\simeq(\pi s/p)^2$ instead of zero. Regions on both sides of half filling send light into the second order, and intensities cannot cancel.

With $s=0.5$ nm, lines whose mean width is the narrow solution, 18.725 nm, would show $R=0.0114$. To keep $R=0.01$ the mean must lie closer to 20 nm, by $0.10$ nm. With $s=1.29$ nm, a grating of mean width 20 nm gives $R=0.01$ by itself: the two solutions have merged, and the ratio no longer shows any departure from half filling.

\paragraph{Sloping sidewalls and tilt.} For weak phase contrast, $e^{-i\phi g(x)}\simeq1-i\phi g(x)$, where $g$ is the local height divided by $h$. The orders then follow the Fourier coefficients of the profile $g$. A symmetric trapezoid whose sidewalls each have horizontal run $b$ is a rectangle, as wide as the line at half height, averaged over displacements from $-b/2$ to $b/2$. This averaging multiplies $a_m$ by
\begin{equation}
\frac1b\int_{-b/2}^{b/2}e^{-iq_mu}\,du
=\frac{\sin(m\beta)}{m\beta},\qquad \beta=\frac{\pi b}{p}.
\end{equation}
The ratio is therefore multiplied by $[\sin(2\beta)/(2\sin\beta)]^2=\cos^2\beta$. Sidewalls $2^\circ$ from vertical have $b=50\ \text{nm}\times\tan2^\circ=1.75$ nm. The factor is 0.981 and the shift $-0.012$ nm, for the width at half height.

Tilting the sample by a small angle $\theta$ about an axis parallel to the lines displaces successive slices of a vertical line, as seen along the beam, over a total distance $h\tan\theta$. If spreading of the wave inside the line is neglected, the same formula applies with $b=h\tan\theta$. For $1^\circ$ the factor is 0.995 and the shift $-0.003$ nm. With spreading kept, the orders on the two sides of the beam differ slightly: the factor is 0.995 on one side and 0.997 on the other, and the shift $-0.003$ or $-0.002$ nm.

\paragraph{Background.} If a background of 0.001 times the first-order intensity lies under the second order, and the first order has been corrected for its own, the true ratio is $0.010-0.001=0.009$. The width shifts by $+0.07$ nm.

\paragraph{Finite height.} A 50 nm line is not infinitely thin. To test this, write the field inside the grating as $e^{ikz}\sum_mA_m(z)e^{iq_mx}$ and insert it into the wave equation with squared index $1-2\delta s(x)$, valid for small $\delta$. Neglecting the second derivative of the slowly varying $A_m$ leaves
\begin{equation}
2ik\frac{dA_m}{dz}=q_m^2A_m+2k^2\delta\sum_ns_{m-n}A_n,
\end{equation}
where $s_m$ are the Fourier coefficients of $s(x)$. Dividing by $2ik$ and using $k\delta=\phi/h$,
\begin{equation}
\frac{dA_m}{dz}=-i\left[\frac{q_m^2}{2k}A_m+\frac\phi h\sum_ns_{m-n}A_n\right].
\end{equation}
The first term describes spreading during propagation, the second scattering between orders, including repeated scattering. Solved through the full height for ideal rectangular lines of the narrow width, with orders $-60$ to $60$ kept, these equations raise $R$ by 0.07 percent of its value. Using the slope above, that is less than 0.001 nm in width. For these X-rays the thin-grating assumption is not the weak point.

\subsection*{What this means for your two answers}

The candidates are 2.6 nm apart, while the largest single shift above is about 0.1 nm, leaving aside the width variation of 1.29 nm that was chosen to merge them. For imperfections of the other sizes the two solutions stay distinct, but quoting them to a hundredth of a nanometre would claim more than the ideal model can support. Slow width variation and background deserve particular care, because they imitate the signal itself: each gives a nonzero reading in the second order even at half filling, where a perfect grating has none. Rough edges, and symmetric sidewalls of weak phase contrast seen at normal incidence, only rescale the ratio and leave that zero in place. Outside these conditions sloping walls fill the zero a little: the $2^\circ$ walls give $R\simeq4\times10^{-5}$ at half filling when seen at $1^\circ$ tilt, and about $5\times10^{-4}$ if the phase contrast is 1 rad.

For the exercise, give both 18.7 nm and 21.3 nm. If the lines are opaque and the spaces open, a measurement of the zero order relative to the incident beam selects one of them. The numerical output below lists the values to more digits.

\section*{Computed results}
\begin{verbatim}
Pitch: 40.0 nm
Second-to-first-order intensity ratio: 0.0100
Number of widths found by scan: 2
Narrow linewidth: 18.725 nm = 187.25 angstrom
Wide linewidth: 21.275 nm = 212.75 angstrom
Sum of the two widths: 40.000 nm
Narrow line fraction w/p: 0.46812
Wide line fraction w/p: 0.53188
Zero order, opaque lines, narrow: 0.2829 of incident
Zero order, opaque lines, wide: 0.2191 of incident
Slope dR/dw at narrow width: -0.01563 per nm
Photon energy: 17000 eV
Wavelength: 0.07293 nm
First-order angle: 0.1045 degrees
Second-order angle: 0.2089 degrees
Least energy for propagating second order: 61.99 eV
Line height: 50.0 nm
Resist electron density: 400 per nm^3
Phase delay of a line: 0.00411 rad
Shifts below: true narrow width minus ideal, observed R fixed
Edge displacement deviation: 1.00 nm
Edge displacement factor on R: 0.9287
Edge displacement shift: -0.0483 nm
Width variation deviation: 0.50 nm
R at ideal narrow width with variation: 0.01144
Width variation shift: +0.0968 nm
Variation giving R at mean width p/2: 1.293 nm
Sidewall angle from vertical: 2.0 degrees
Sidewall horizontal run: 1.746 nm
Sidewall factor on R: 0.9813
Sidewall shift (width at half height): -0.0121 nm
Tilt from normal incidence: 1.0 degrees
Tilt horizontal run: 0.873 nm
Tilt factor on R: 0.9953
Tilt shift: -0.0030 nm
Background over first order: 0.0010
Background shift: +0.0657 nm
Change of R by height and rescattering: +0.0665 percent
\end{verbatim}
